# Franz and parabolic tunnelling actions for a rectangular oxide barrier

## Problem

An electron meets an oxide film of thickness \(d\) and band gap \(E_g=9\) eV. Its energy lies \(\varphi=3.1\) eV below the oxide conduction edge, and there is no electric field in the film, so the barrier is rectangular. Inside the film the wave decays as \(e^{-\kappa x}\). The tunnelling action, in units of \(\hbar\), is

\[
S=\kappa d ,
\]

and the exponential part of the transmission is \(e^{-2S}\).

Two descriptions of the oxide have the same mass \(m\) at the conduction edge. With \(u\) the depth of the electron's energy below that edge, they are

\[
\kappa_P^2=\frac{2m}{\hbar^2}\,u \quad\text{(parabolic)},\qquad
\kappa_F^2=\frac{2m}{\hbar^2}\,u\left(1-\frac{u}{E_g}\right)\quad\text{(Franz)} .
\]

(a) Estimate by what fraction the action changes when the parabola is replaced by the Franz form. (b) Derive the Franz form from two coupled bands and find the fraction without approximation. (c) For \(d=2\) nm and \(m=0.5\,m_0\), with \(m_0\) the free-electron mass, find what this does to the transmission, and decide how far the result can be trusted for a real oxide.

The momentum parallel to the film is taken as zero throughout.

## First estimate by scaling

Assume that the mass at a band edge is set entirely by the coupling to one other band, so that the free-electron kinetic energy can be neglected; the last section examines this assumption. If the coupling at wave number \(k\) is \(Pk\), second-order perturbation theory shifts the conduction state upward by

\[
\frac{(Pk)^2}{\text{energy distance to the valence edge}} .
\]

At the conduction edge the distance is \(E_g\). Comparison with \(\hbar^2k^2/2m\) gives \(m=\hbar^2E_g/2P^2\), so the mass is proportional to the distance. An electron at depth \(\varphi\) is only \(E_g-\varphi\) above the valence edge. Its effective mass should then be smaller than \(m\) by the fraction

\[
x=\frac{\varphi}{E_g}=\frac{3.1}{9}=0.344 .
\]

Since \(\kappa\) scales as the square root of the mass, a small fractional change of mass gives half that fractional change of \(\kappa\). The thickness is the same in both descriptions, so the action falls by about

\[
\frac{x}{2}\approx 17\ \text{percent}.
\]

Two things are left open: whether the mass may be evaluated at the electron's energy in this way, and how much is lost by treating \(x\) as small.

## Exact solution of the two-band model

**The dispersion.** Put the energy zero at the conduction edge. The smallest Hamiltonian with two edges and a coupling linear in \(k\) is

\[
H(k)=\begin{pmatrix}0 & iPk\\ -iPk & -E_g\end{pmatrix}.
\]

Its eigenvalues satisfy \(\det(H-E)=0\). The product of the off-diagonal elements is \((iPk)(-iPk)=P^2k^2\), so

\[
(-E)(-E_g-E)-P^2k^2=0
\quad\Longrightarrow\quad
E(E+E_g)=P^2k^2 .
\]

Near the conduction edge \(|E|\ll E_g\), and the left side is approximately \(E\,E_g\). Hence \(E\approx P^2k^2/E_g\). Requiring this to equal \(\hbar^2k^2/2m\) fixes the coupling:

\[
P^2=\frac{\hbar^2E_g}{2m}.
\]

Near the valence edge write \(E=-E_g-\eta\) with small \(\eta>0\). Then \(E(E+E_g)=(E_g+\eta)\eta\approx E_g\eta\), so \(\eta\approx\hbar^2k^2/2m\). The valence band curves downward with the same mass \(m\). This equality of the two edge masses is built into the model.

In the gap \(E=-u\) with \(0<u<E_g\), and the left side is \(-u(E_g-u)<0\). Thus \(k\) must be imaginary, \(k=i\kappa\), and \(P^2k^2=-P^2\kappa^2\). The two minus signs cancel:

\[
\kappa^2=\frac{u(E_g-u)}{P^2}
=\frac{2m}{\hbar^2E_g}\,u(E_g-u)
=\frac{2m}{\hbar^2}\,u\left(1-\frac{u}{E_g}\right).
\]

This is the Franz form. It vanishes at both edges, where the decaying wave joins a propagating one, and is largest at mid-gap, \(u=E_g/2\). The parabola has no second edge and keeps growing with depth.

**The ratio of actions.** In a rectangular barrier \(u=\varphi\) at every point, so each action is its decay constant times \(d\). Dividing, the mass and the thickness cancel:

\[
\frac{S_F}{S_P}=\frac{\kappa_F}{\kappa_P}=\sqrt{1-\frac{\varphi}{E_g}}
=\sqrt{1-0.3444}=0.8097 .
\]

The Franz action is lower by \(1-0.8097=0.190\), or 19 percent, relative to the parabolic one.

**The actions for 2 nm.** With \(\hbar^2/2m_0=0.0381\) eV nm\(^2\) and \(m=0.5\,m_0\), one has \(\hbar^2/2m=0.0762\) eV nm\(^2\). Then

\[
\kappa_P=\sqrt{\frac{3.1}{0.0762}}=6.38\ \text{nm}^{-1},\qquad
\kappa_F=0.8097\times6.378=5.16\ \text{nm}^{-1},
\]

and \(S_P=12.76\), \(S_F=10.33\). The exponential factors are \(e^{-2S_P}=8.3\times10^{-12}\) and \(e^{-2S_F}=1.07\times10^{-9}\). A change of 19 percent in the action has become a factor of

\[
e^{2(S_P-S_F)}\approx 129 .
\]

**The full transmission.** The factor in front of the exponential also depends on the dispersion. To find it, replace \(k\) by \(-i\,d/dx\) in \(H\), and let \(f\) and \(g\) be the conduction and valence envelopes. At \(E=-\varphi\) the two rows read

\[
-\varphi f=Pg',\qquad (E_g-\varphi)\,g=-Pf' .
\]

Define \(W=-Pg\). The second row gives \(W=C_Ff'\) and the first gives \(W'=\varphi f\), with

\[
C_F=\frac{P^2}{E_g-\varphi}=\frac{\hbar^2}{2m(1-x)} .
\]

The parabolic band obeys the same pair of equations with \(C_P=\hbar^2/2m\). In both cases \((f^*W)'=C|f'|^2+\varphi|f|^2\) is real, so the imaginary part of \(f^*W\), which is proportional to the current, does not depend on \(x\). Taking \(f\) and \(W\) continuous at the interfaces therefore conserves current; this is the interface condition assumed here.

Let both electrodes have mass \(m_s\), wave number \(k\) and \(C_s=\hbar^2/2m_s\). To the left of the film \(f=e^{ikx}+\rho e^{-ikx}\), and to the right \(f=\tau e^{ik(x-d)}\). With \(r=C\kappa/(C_sk)\), the solution in the film that matches \(f\) and \(W\) at \(x=d\) is

\[
f=\tau\left[\cosh\kappa(x-d)+\frac{i}{r}\sinh\kappa(x-d)\right].
\]

At \(x=0\), continuity of \(f\), and continuity of \(W\) divided by \(iC_sk\), give

\[
1+\rho=\tau\left[\cosh\kappa d-\frac{i}{r}\sinh\kappa d\right],\qquad
1-\rho=\tau\left[\cosh\kappa d+ir\sinh\kappa d\right].
\]

Adding them removes \(\rho\): \(2=\tau[2\cosh\kappa d+i(r-1/r)\sinh\kappa d]\). Taking the squared modulus, and using \(\cosh^2=1+\sinh^2\) and \(1+\tfrac14(r-1/r)^2=\tfrac14(r+1/r)^2\),

\[
\frac1T=\frac{1}{|\tau|^2}=1+\frac14\left(r+\frac1r\right)^2\sinh^2\kappa d .
\]

For \(\kappa d\gg1\), \(\sinh^2\kappa d\approx e^{2\kappa d}/4\), and

\[
T\approx\frac{16}{(r+1/r)^2}\,e^{-2S}.
\]

Take \(m_s=0.92\,m_0\) and a kinetic energy \(E_k=0.1\) eV in the electrode. For the parabola \(C_P\kappa_P=\sqrt{\varphi\hbar^2/2m}\), and likewise \(C_sk=\sqrt{E_k\hbar^2/2m_s}\). Therefore

\[
r_P=\sqrt{\frac{\varphi\,m_s}{E_k\,m}}=\sqrt{\frac{3.1\times0.92}{0.1\times0.5}}=7.55,
\qquad
r_F=\frac{r_P}{\sqrt{1-x}}=9.33 .
\]

The second relation holds because \(C\) rises by \(1/(1-x)\) while \(\kappa\) falls by \(\sqrt{1-x}\). The prefactors are 0.271 and 0.180, and the transmissions are \(T_P=2.25\times10^{-12}\) and \(T_F=1.92\times10^{-10}\). Their ratio is 85, not 129: the Franz film is a poorer match to this electrode, which takes back part of the gain in the exponent. This factor rests on the interface condition. Multiplying \(f\) by \(\lambda\) and dividing \(W\) by \(\lambda\) on entering the Franz film also conserves current and replaces \(r_F\) by \(\lambda^2r_F\); \(\lambda=0.8\) and \(1.25\) turn the ratio into about 200 and 35.

## Comparison of estimate and solution

The solution confirms the scaling picture. The Franz form is the parabola with \(m\) replaced by \(m(1-u/E_g)\), the mass evaluated at the electron's energy. What the estimate lost came from linearizing the square root:

\[
1-\sqrt{1-x}=\frac{x}{2}+\frac{x^2}{8}+\dots
\]

The first term gives 17.2 percent, the first two give 18.7 percent, and the full expression gives 19.0 percent. The first term is never too large, because \((1-x/2)^2=1-x+x^2/4\ge1-x\). It is accurate for a shallow barrier in a wide gap. Near the valence edge, \(x\to1\), it predicts a reduction of one half, whereas the Franz action vanishes and the reduction is complete.

The replacement of the mass also shows what "equal edge mass" means in the comparison. A parabola with the refitted mass \(0.5\,(1-0.344)=0.328\) in units of \(m_0\) has the same decay constant as the Franz form at this depth, so a decay measured at one energy cannot tell the two apart. They differ in how \(\kappa\) varies with depth. Differentiating the logarithms,

\[
\frac{d\ln\kappa_P}{d\ln u}=\frac12,\qquad
\frac{d\ln\kappa_F}{d\ln u}=\frac12-\frac{x}{2(1-x)}=\frac{1-2x}{2(1-x)}\approx0.24 .
\]

At this depth the Franz decay responds about half as strongly to a change of barrier height, because the electron is not far from mid-gap, where \(\kappa_F\) is stationary.

## How far the result holds for a real oxide

The parameters are rough values for thin silicon dioxide on silicon. The electrode mass is that of the silicon valleys whose long axis points along the tunnelling direction. Since \(\varphi\) is counted from the electron's energy, the band offset in the example is 3.2 eV, slightly above the usual rough value of 3.1 eV. Of the assumptions evaluated below, the one that matters most is the equality of the two edge masses, together with the position of the valence band that couples to the conduction band. The holes at the top of the valence band of silicon dioxide are much heavier than electrons, but this alone does not settle the matter: a heavy band that does not couple to the conduction band leaves the Franz decay unchanged. The second edge in the Franz form belongs to the coupled band, and if that band lies deeper, \(E_g\) is replaced by the larger distance; 12 eV gives a reduction of 13.9 percent and 15 eV gives 10.9 percent.

**Unequal edge masses.** The Hamiltonian above omits the free-electron energy \(Ak^2\), with \(A=\hbar^2/2m_0\), on its diagonal. When it is restored, the conduction edge has curvature \(A+P^2/E_g\). Keeping this equal to \(\hbar^2/2m=2A\) requires \(P^2=AE_g\). The valence edge then has curvature \(A-P^2/E_g=0\): for \(m=0.5\,m_0\) it is flat to order \(k^2\), the limit of an infinite hole mass. At the next order this band bends upward, by about \(A^2k^4/E_g\), so the model serves here only to show how the decay in the gap responds to unequal edge masses, not to describe the holes themselves.

In the gap set \(k=i\kappa\), \(y=A\kappa^2\) and \(w=\varphi-y\). The determinant condition becomes

\[
w(w-E_g)+E_gy=0 .
\]

Substituting \(y=\varphi-w\) gives \(w^2-2E_gw+E_g\varphi=0\), with roots \(w=E_g(1\pm\sqrt{1-x})\). The upper sign gives \(y<0\), a propagating wave of large real \(k\), far outside the range for which a two-band expansion is meant, and it is discarded. The lower sign gives \(w=9\times0.1903=1.713\) eV, so \(y=1.387\) eV and

\[
\kappa=\sqrt{\frac{1.387}{0.0381}}=6.03\ \text{nm}^{-1}.
\]

Relative to the parabola with the same conduction mass, the reduction is now 5.4 percent instead of 19. The ratio of exponentials drops from 129 to \(e^{2\times2\times(6.378-6.034)}\approx4\). The value 5.4 percent is not fixed by the two edge masses alone. With a diagonal term \(2Ak^2\) on the valence state only and \(P^2=2AE_g\), the edge masses are the same as here, but the determinant condition gives \(\kappa^2=\varphi/2A\), the parabola itself, with no reduction. The 19 percent is thus a property of the Franz dispersion and not an established property of silicon dioxide. The decay length \(1/\kappa_F\approx0.19\) nm is also close to a bond length, so a quantitative value needs the complex band structure of the actual material.

**Voltage across the film.** A drop of 1 V over 2 nm is a field of 5 MV/cm, strong but below the rough breakdown field of 10 MV/cm. The depth becomes \(u(x)=\varphi-(1\ \text{eV})\,x/d\), and the action becomes \(\int_0^d\kappa(u(x))\,dx\). Numerical integration gives 11.66 for the parabola and 9.82 for the Franz form, a reduction of 15.8 percent. It is smaller because the mean depth is smaller.

**Image forces.** Between two ideal metal plates the electron is attracted to its images, which lowers the barrier. At mid-film the lowering is \(e^2\ln2/(4\pi\varepsilon_0\varepsilon_rd)=0.24\) eV for a rough optical permittivity \(\varepsilon_r=2.1\). Summing the image series at each point without applied voltage, and setting \(u=0\) where the barrier is pulled below the electron's energy, gives actions of 10.86 and 9.14. The reduction is again 15.8 percent; the agreement with the previous case is a coincidence of these parameters. This treats the image energy as a rigid shift of both edges at fixed \(E_g\). If the valence edge is instead raised by the same amount as the conduction edge is lowered, as image polarization does for a hole, and \(P\) is kept, the Franz action is 8.41 and the reduction is 22.5 percent, so even the direction of this correction depends on the treatment. Silicon electrodes have weaker images than metal ones.

**Temperature and thickness.** Raising the electron's energy by \(k_BT=0.026\) eV at 300 K multiplies the Franz exponential by 1.04. The full transmission rises more, by a factor of 1.32, because for \(r\gg1\) the prefactor is nearly proportional to the kinetic energy in the electrode, which grows from 0.100 to 0.126 eV. An error of 0.1 nm in thickness multiplies or divides the exponential by \(e^{2\times5.164\times0.1}=2.8\). Neither changes the ratio of actions much: the thickness cancels from it, and the thermal shift changes \(x\) by less than one percent of its value.

Defects, phonons and interface roughness are left out. A leakage current would further require a sum over the energies and parallel momenta of the electrons arriving at the film, so the factor of 85 applies to one incident state and not to the current.

Numbers in the example were calculated in double precision.
